# The nucleation theorem for crystallization: derivation, conditions and use

## What scaling and signs already fix

Let $W^*$ be the energy barrier to forming a crystalline cluster in a melt, and let $\Delta\mu$ be the energy gained per atom that crystallizes. The slope $dW^*/d\Delta\mu$ is an energy divided by an energy per atom, so it is a number of atoms. It cannot be positive if the rest of the work stays fixed: a larger $\Delta\mu$ lowers the work of every cluster, and so cannot raise the highest work.

For a compact cluster whose surface work is $a n^{2/3}$, scaling says more. The work is $W=-n\Delta\mu+a n^{2/3}$, with $n$ treated as continuous. Put $n=(a/\Delta\mu)^3m$, where $m$ is a pure number:

$$W=-\frac{a^3}{\Delta\mu^3}m\,\Delta\mu+a\frac{a^2}{\Delta\mu^2}m^{2/3}
=\frac{a^3}{\Delta\mu^2}\left(m^{2/3}-m\right).$$

The maximum over $m$ involves no parameter. Hence $n^*\propto(a/\Delta\mu)^3$ and $W^*\propto a^3/\Delta\mu^2$, and the slope $-2W^*/\Delta\mu$ is proportional to $-n^*$. Scaling leaves open whether the factor is one, and whether the relation survives when the surface work is not a power law. The derivation below settles both.

## Definitions and the theorem

Work at fixed temperature $T$. Define

$$\Delta\mu=\mu_{\rm melt}-\mu_{\rm crystal}>0$$

per atom, and write the reversible work of forming a cluster of $n$ atoms from the melt as

$$W(n,\Delta\mu)=-n\Delta\mu+\Phi(n,\Delta\mu).\tag{1}$$

The zero of $W$ is the melt without a cluster. $\Phi$ is all work beyond the bulk gain: surface tension, edges, curvature and elastic strain may all enter. For an alloy, $n$ counts average atoms, and the crystal is assumed to have the composition of the melt. If $\Delta\mu$ is quoted per formula unit, $n$ must count formula units.

The barrier is $W^*=W(n^*,\Delta\mu)$, where $n^*$ maximizes $W$ over $n$. Suppose first that $\Phi$ is smooth and that the maximum is unique, interior and has negative curvature. Then

$$\left(\frac{\partial W}{\partial n}\right)_{n^*}=-\Delta\mu+\left(\frac{\partial\Phi}{\partial n}\right)_{n^*}=0.\tag{2}$$

When $\Delta\mu$ changes, $W^*$ changes both because $n^*$ moves and because the work at given $n$ changes:

$$\frac{dW^*}{d\Delta\mu}=\left(\frac{\partial W}{\partial n}\right)_{n^*}\frac{dn^*}{d\Delta\mu}+\left(\frac{\partial W}{\partial\Delta\mu}\right)_{n^*}.$$

The first term is zero by (2), even though $dn^*/d\Delta\mu$ is not zero. Differentiating (1) at fixed $n$ gives the second:

$$\frac{dW^*}{d\Delta\mu}=-n^*+\left(\frac{\partial\Phi}{\partial\Delta\mu}\right)_{n^*}.\tag{3}$$

If $\Phi$ does not depend on $\Delta\mu$ at fixed $n$, this becomes the nucleation theorem:

$$\boxed{\frac{dW^*}{d\Delta\mu}=-n^*.}\tag{4}$$

The condition concerns $\Phi$ at fixed $n$. The surface work of the critical cluster, $\Phi(n^*)$, does change with $\Delta\mu$, because $n^*$ changes.

If shape variables $q$ are kept as well, the barrier is a saddle of $-n\Delta\mu+\Phi(n,q)$. The terms from the motion of $q$ vanish because $\partial W/\partial q=0$ there, and (4) is unchanged.

## Which atoms are counted

A diffuse interface leaves freedom in what is called a crystalline atom. Suppose another rule counts $n'=n+k(n)$ atoms, where $k$ does not depend on $\Delta\mu$. The physical work is the same, so

$$W=-n'\Delta\mu+\Phi',\qquad \Phi'=\Phi+k\,\Delta\mu.$$

The new surface work depends on $\Delta\mu$, and (3) gives

$$\frac{dW^*}{d\Delta\mu}=-n'^*+k(n^*)=-n^*.$$

The slope therefore returns the count for which the remainder $\Phi$ is independent of $\Delta\mu$. A structural count from a simulation can differ from it by a number of interface atoms.

In a simulation the condition can be met by construction. Adding a bias $-\epsilon n$ to the work, with the same definition of $n$, replaces $\Delta\mu$ by $\Delta\mu+\epsilon$ and leaves $\Phi(n)$ alone. Changing the pressure $p$ at fixed $T$ also changes the driving force, with $d\Delta\mu/dp=v_{\rm melt}-v_{\rm crystal}$ since $d\mu=v\,dp$. There the change of $\Phi$ with pressure must be estimated separately.

## Finite steps and integer sizes

Let $\Phi$ be independent of $\Delta\mu$. Differentiating $\Phi'(n^*)=\Delta\mu$, where primes on $\Phi$ now mean derivatives by $n$, gives

$$\Phi''(n^*)\frac{dn^*}{d\Delta\mu}=1,\qquad
\frac{dn^*}{d\Delta\mu}=\frac{1}{\Phi''(n^*)}<0.\tag{5}$$

The sign follows because $W''=\Phi''<0$ at a maximum. A larger driving force gives a smaller critical cluster.

A bound for finite steps needs no derivative. Take $x<y$ as two driving forces. The barrier at $x$ is at least the work at $x$ of the cluster that is critical at $y$, and the same holds with the roles exchanged:

$$W^*(x)\ge W^*(y)+n^*(y)(y-x),$$
$$W^*(y)\ge W^*(x)-n^*(x)(y-x).$$

Rearranged, these are

$$n^*(y)\le\frac{W^*(x)-W^*(y)}{y-x}\le n^*(x).\tag{6}$$

Two barriers thus yield a size between the two critical sizes. If the barriers carry independent errors $u$, this size carries an error $\sqrt2\,u/(y-x)$. A wide step reduces that error but averages over a wider range of $n^*$.

The argument for (6) also holds for integer $n$. Each size then contributes a straight line $\Phi(n)-n\Delta\mu$, and $W^*$ is the upper envelope of these lines. Between switches its slope is $-n^*$. Where two lines cross on the envelope, the slope jumps and no single derivative exists.

A cluster grown on a simple cubic lattice, at a cost of 0.030 eV per broken bond, shows such a jump when $\Phi$ is taken as the bond energy alone. At $\Delta\mu=0.024$ eV the critical size falls from 157 to 107 atoms. The value can be understood by adding a full $5\times5$ layer to a cuboid. The layer covers 25 bonds and exposes 25 new ones on top, so the net cost is its 20 side bonds:

$$\frac{20\times0.030}{25}=0.024\ \text{eV per atom}.$$

At this driving force a layer costs as much as it gains. The jump of 50 atoms is consistent with two such layers. An implementation that differentiates a barrier tabulated from such energies should expect steps of this kind. They belong to low temperature. At 700 K, $k_BT=0.060$ eV is twice the bond cost, and summing over the arrangements of atoms in one layer on a $5\times5$ face removes the barrier to that layer. This alone would not remove the jump, because the sum leaves a dip in the work between full layers. On a column with this cross-section, the dip also disappears once several layers can be partly filled at the same time. This jump should therefore not be expected in the reversible work at that temperature.

## Spherical cluster: formulas and numbers

Let the cluster be a sphere of radius $r$, with atomic volume $v$ and constant surface tension $\sigma$. From $4\pi r^3/3=nv$,

$$r=\left(\frac{3nv}{4\pi}\right)^{1/3},\qquad
\Phi=4\pi r^2\sigma=a n^{2/3},\qquad a=\sigma(36\pi v^2)^{1/3}.$$

The maximum condition is $\tfrac23a n^{*-1/3}=\Delta\mu$, so

$$n^*=\left(\frac{2a}{3\Delta\mu}\right)^3.\tag{7}$$

It also gives $\Phi(n^*)=a n^{*2/3}=\tfrac32n^*\Delta\mu$, and hence

$$W^*=-n^*\Delta\mu+\tfrac32n^*\Delta\mu=\tfrac12n^*\Delta\mu=\frac{4a^3}{27\Delta\mu^2}.\tag{8}$$

Differentiating, $dW^*/d\Delta\mu=-8a^3/(27\Delta\mu^3)=-n^*$, in agreement with (4).

The example uses round parameters in the rough regime of a Ge–Sb–Te memory cell during a crystallizing pulse: $T=700$ K, melting temperature $T_m=900$ K, heat of fusion $h=0.11$ eV per atom, $v=0.03$ nm³ and $\sigma=0.375$ eV/nm². With a constant fusion entropy $s=h/T_m$,

$$\Delta\mu=s(T_m-T)=\frac{0.11}{900}\times200=0.02444\ \text{eV}.$$

The surface coefficient is $a=0.1751$ eV. Then

$$n^*=\left(\frac{2\times0.1751}{3\times0.02444}\right)^3\approx109,\qquad
W^*\approx\frac{109\times0.02444}{2}\approx1.33\ \text{eV}.$$

The barrier is $22.1\,k_BT$, and the critical radius is 0.92 nm.

To use the theorem as one would on unknown data, take barriers at driving forces 5 % below and above this value, with $T$ and $\Phi$ held fixed. They are 1.4746 and 1.2071 eV, so

$$\frac{1.4746-1.2071}{0.10\times0.02444}\approx109.4.$$

The critical sizes at the two ends are 127 and 94, as (6) requires. The small excess over 108.9 comes from the finite step. For a barrier $\propto\Delta\mu^{-2}$ and relative step $\delta$, the secant divided by the slope at the midpoint is

$$\frac{(1-\delta)^{-2}-(1+\delta)^{-2}}{4\delta}=\frac{1}{(1-\delta^2)^2},$$

which is 1.005 for $\delta=0.05$.

## From barriers to nucleation rates

Let $Z_n$ be the number density of clusters in a stationary state, $f_n$ the attachment rate and $g_n$ the detachment rate. Clusters change by one atom at a time, so the flux $J$ is the same at every size:

$$J=f_nZ_n-g_{n+1}Z_{n+1}.$$

Let $C_n=C_0e^{-W_n/k_BT}$ be the equilibrium distribution. Detailed balance requires $f_nC_n=g_{n+1}C_{n+1}$. Dividing the flux by this quantity gives

$$\frac{J}{f_nC_n}=\frac{Z_n}{C_n}-\frac{Z_{n+1}}{C_{n+1}}.$$

Set $Z_1=C_1$ and remove clusters at a size $N+1$ far beyond the barrier, so that $Z_{N+1}=0$. The sum over $n$ telescopes to one:

$$J=\left[\sum_{n=1}^{N}\frac{1}{f_nC_n}\right]^{-1}.\tag{9}$$

Now hold $T$, $f_n$, $C_0$ and $\Phi$ fixed. Since $\partial W_n/\partial\Delta\mu=-n$, each term of the sum has logarithmic derivative $-n/k_BT$. The minus sign from inverting the sum then gives

$$k_BT\frac{d\ln J}{d\Delta\mu}=\langle n\rangle,\qquad
\langle n\rangle=\frac{\sum_n n/(f_nC_n)}{\sum_n1/(f_nC_n)}.\tag{10}$$

If the monomer density $C_1$ is held fixed instead, $W_n$ is replaced by $W_n-W_1$ and the result is $\langle n\rangle-1$. If $f_n$ depends on $\Delta\mu$, the term $k_BT\langle\partial\ln f_n/\partial\Delta\mu\rangle$ is added.

For $f_n\propto n^{2/3}$ the example gives $\langle n\rangle=108.85$, against $n^*=108.89$. The closeness has a reason beyond the high barrier. Write $x=n-n^*$ and $S^2=k_BT/|W''|$. Near the top, the weight is proportional to

$$e^{-x^2/2S^2}\left(1+\frac{W'''x^3}{6k_BT}-\frac{2x}{3n^*}\right).$$

With $\langle x^2\rangle=S^2$ and $\langle x^4\rangle=3S^4$ for the Gaussian, the leading shift is

$$\langle x\rangle=\frac{W'''S^4}{2k_BT}-\frac{2S^2}{3n^*}.$$

For $\Phi=an^{2/3}$ one has $W'''=4|W''|/(3n^*)$, so the first term is $+2S^2/(3n^*)$ and the two cancel. By (5), $1/|W''|$ is the printed 13,364 atoms per eV, so $S^2=0.06032\times13364\approx806$ and each term is about 5 atoms. A size-independent attachment rate would remove the second term and leave a shift of about $+5$ atoms at this order.

## Temperature sweeps can give a wrong size

In a device or a heating experiment, $\Delta\mu$ can be changed through $T$. With $d\Delta\mu/dT=-s$, the chain rule at the maximum gives

$$\frac{dW^*}{dT}=n^*s+\left(\frac{\partial\Phi}{\partial T}\right)_{n^*}.\tag{11}$$

Dividing by $-s$ and changing sign gives the apparent size from barriers:

$$n_{\rm app}=n^*+\frac1s\left(\frac{\partial\Phi}{\partial T}\right)_{n^*}.$$

Suppose $\sigma\propto T$, with the same value at 700 K. Then $\partial\Phi/\partial T=\Phi/T$, and $\Phi(n^*)=\tfrac32n^*\Delta\mu$ gives

$$n_{\rm app}=n^*\left(1+\frac{3\Delta\mu}{2Ts}\right)
=109\left(1+\frac{3\times200}{2\times700}\right)\approx156.\tag{12}$$

The barrier and the critical size at 700 K have not changed. The slope is 43 % above $n^*$ because $\Phi$ moved during the sweep.

Rates bring a second error. Take $\sigma$ constant and $J\propto e^{-(E_a+W^*)/k_BT}$, where $E_a$ is the activation energy of attachment. Then

$$\frac{d\ln J}{dT}=\frac{E_a+W^*}{k_BT^2}-\frac{1}{k_BT}\frac{dW^*}{dT}.$$

Multiply by $k_BT$, divide by $d\Delta\mu/dT=-s$, and insert $dW^*/dT=n^*s$:

$$n_{\rm app}^{(J)}=n^*-\frac{E_a+W^*}{Ts}.\tag{13}$$

For an illustrative $E_a=1$ eV the correction is $2.33/0.0856\approx27$ atoms, and the apparent size is 82; for $E_a=2.3$ eV it would be 66. In a melt whose attachment rate is not Arrhenius, $E_a$ must be the local slope at the sweep temperature. If both effects act, (11) puts 156 in place of 109 in (13), which gives about 128 for $E_a=1$ eV. The two errors have opposite signs and can nearly cancel: for $E_a=2.3$ eV the same combination gives 113, close to $n^*$. Agreement of such a slope with an expected cluster size is therefore no evidence that the condition holds.

To recover $n^*$ from a sweep of barriers, one needs $\partial\Phi/\partial T$ and the fusion entropy $s$ at the sweep temperature from elsewhere; from a sweep of rates, one needs $E_a$ and $W^*$ as well. Equations (11) and (13) show where they enter.

## Effects that move the critical size but keep the theorem

**Curvature.** Let the surface tension of a small sphere be $\sigma(1-2\delta_c/r)$, so that $\Phi=4\pi\sigma r^2-8\pi\sigma\delta_cr$. This is still independent of $\Delta\mu$, and (4) holds. For $\delta_c=0.1$ nm, $n^*$ falls to 73 and $W^*$ to 0.51 eV. The numerical slope of the new barrier is $-73$. At this size $2\delta_c/r$ is about 0.25, so higher orders matter for the barrier. The form $\sigma/(1+2\delta_c/r)$, which agrees to first order, gives 75 atoms and 0.67 eV. A negative $\delta_c$ would raise both the size and the barrier.

**Elastic misfit.** Suppose the unstrained crystal differs from its cavity by a linear strain $\varepsilon$, and the surroundings respond as a solid. Let the cavity wall move by a fraction $\eta$ of its radius $R$. The crystal keeps a strain $\varepsilon-\eta$ in each direction, with energy density $\tfrac12K[3(\varepsilon-\eta)]^2$, where $K$ is its bulk modulus. Outside, the displacement $\eta R^3/r^2$ has strains $-2\eta R^3/r^3$ radially and $\eta R^3/r^3$ in the two tangential directions. These sum to zero, so only the shear modulus $G$ enters:

$$\int_R^\infty G\,\frac{6\eta^2R^6}{r^6}\,4\pi r^2dr=8\pi G\eta^2R^3.$$

Per cluster volume this is $6G\eta^2$. Minimizing $\tfrac92K(\varepsilon-\eta)^2+6G\eta^2$ gives $\eta=3K\varepsilon/(3K+4G)$. Substituting,

$$e_V=\frac{72KG^2+54K^2G}{(3K+4G)^2}\varepsilon^2=\frac{18KG\,\varepsilon^2}{3K+4G}.$$

For $K=25$ GPa, $G=12$ GPa and $\varepsilon=0.02$, this is 0.0033 eV per atom. It adds a term linear in $n$ to $\Phi$, which acts like a reduced driving force in (7) and (8). The critical size rises to 168 and the barrier to 1.78 eV, while the slope with respect to $\Delta\mu$ becomes $-168$. A melt that flows during nucleation relaxes this strain, so for these inputs, and for surroundings much larger than the cluster, the shift is an upper limit.

**Heat capacity.** If the melt has a heat capacity larger by $c$ per atom, the fusion entropy at $T'$ is $s-c\ln(T_m/T')$. Integrating it from $T$ to $T_m$ gives

$$\Delta\mu=s(T_m-T)-c\left[(T_m-T)-T\ln\frac{T_m}{T}\right].$$

For $c=k_B$ the driving force falls to 0.0224 eV. Then $n^*=142$ and $W^*=1.59$ eV. This corrects the value of $\Delta\mu$, not the relation (4). In a temperature sweep, however, $s$ in (11) must now be the fusion entropy at 700 K, $s-c\ln(T_m/T)=1.01\times10^{-4}$ eV/K. With constant surface tension, using $h/T_m$ instead would give 117 atoms rather than 142.

## Reading the numbers for a memory cell

The parameters are rough, and an error in the surface tension is amplified: by (7) and (8), both $n^*$ and $W^*$ vary as $\sigma^3$. Taken one at a time and with the inputs chosen here, curvature, misfit and heat capacity place the critical size between 73 and 168 atoms. The change in barrier matters more for rates. The first-order curvature term alone lowers it by about $13.5\,k_BT$, a factor near $10^6$ in $e^{-W^*/k_BT}$. The form $\sigma/(1+2\delta_c/r)$ lowers it by about $11\,k_BT$, a factor more than ten times smaller.

Real cells also have interfaces with electrodes and dielectrics, where clusters may form more easily than in the uniform melt assumed here. If such a site lowers $\Phi$ by 20 % at every $n$, both results are multiplied by $0.8^3=0.51$, giving about 56 atoms and 0.68 eV. The theorem then gives the critical size at that site. Short pulses can end before the stationary flux (9) is reached. That delay is not sized here, and (10) should not be applied to rates measured during it.

The main computed values are listed in the numerical output below.

## Computed results

```
temperature: 700 K
melting temperature: 900 K
heat of fusion per atom: 0.110 eV
atomic volume: 0.030 nm^3
surface tension: 0.375 eV/nm^2
fusion entropy per atom: 1.2222e-04 eV/K
thermal energy kT: 0.06032 eV
driving force: 0.02444 eV/atom
surface coefficient a: 0.1751 eV
critical size n*: 108.89 atoms
critical radius: 0.920 nm
barrier W*: 1.3308 eV
barrier W* over kT: 22.06
numerical slope dW*/d(drive): -108.89 atoms
slope dn*/d(drive): -13364 atoms/eV
drive minus 5 percent: 0.02322 eV/atom
  barrier there: 1.4746 eV
  critical size there: 127.00 atoms
drive plus 5 percent: 0.02567 eV/atom
  barrier there: 1.2071 eV
  critical size there: 94.06 atoms
size from secant of barriers: 109.43 atoms
lattice: work per broken bond: 0.030 eV
lattice: drive at switch: 0.02400 eV/atom
lattice: size just below switch: 157 atoms
lattice: size just above switch: 107 atoms
size from fixed-T rate slope: 108.85 atoms
weighted mean size in chain: 108.85 atoms
curvature length: 0.10 nm
  n* with curvature: 73.19 atoms
  W* with curvature: 0.5146 eV
  slope dW*/d(drive) with curvature: -73.19 atoms
linear misfit: 2.0 percent
bulk modulus: 25 GPa
shear modulus: 12 GPa
  elastic energy per atom: 0.00329 eV
  n* with unrelaxed strain: 167.96 atoms
  W* with unrelaxed strain: 1.7767 eV
  slope dW*/d(drive) with strain: -167.97 atoms
drive with heat-capacity term: 0.02237 eV/atom
  n* with heat-capacity term: 142.09 atoms
  W* with heat-capacity term: 1.5892 eV
T sweep, tension ~ T: apparent size: 155.55 atoms
attachment activation energy: 1.00 eV
T sweep of rate: apparent size: 81.64 atoms
```
